# Lorentzian Field Components from Randomly Placed and Oriented Dipoles

Polar molecules in a moist dielectric film produce a random field, which shifts the energy differences between neighbouring sites and can thus change hopping rates. One might draw its components from a Gaussian whose variance is obtained by summing the squared dipole fields. For point dipoles that sum diverges at short distance, so the Gaussian width is set by the cutoff chosen. The theorem below shows that, for randomly placed point dipoles, each component instead follows a Lorentzian whose width needs no cutoff.

## Assumptions and statement

Point dipoles of moment $p$ lie in an infinite, uniform, linear medium of permittivity $\varepsilon=\varepsilon_0\varepsilon_r$. Their positions form a Poisson process of density $n$: the number in a volume $V$ has a Poisson distribution of mean $nV$, and each dipole is placed uniformly and independently. Orientations are independent and isotropic. The field is static and is taken at one fixed point, the origin. The moment $p$ is the one that sets the far field in the medium. SI units are used.

**Theorem.** Each Cartesian component $E$ of the total field has the probability density

$$P(E)=\frac{1}{\pi}\frac{\Gamma}{E^2+\Gamma^2},\qquad \Gamma=C\,\frac{np}{\varepsilon},\qquad C=\frac{\pi}{12}\left[1+\frac{\ln(2+\sqrt3)}{2\sqrt3}\right]\approx0.361 .$$

$\Gamma$ is the half width at half maximum.

For Poisson points this holds at any density. Diluteness matters because real dipoles have finite size, preferred sites and mutual forces, and resemble Poisson points only when sparse.

## Lemma 1: the characteristic function

A dipole with direction $\hat p$ at position $r\hat r$ produces at the origin

$$\mathbf E=\frac{p}{4\pi\varepsilon r^3}\left[3(\hat p\cdot\hat r)\hat r-\hat p\right].$$

The sign of $\hat r$ is immaterial, since it enters twice. With $A=p/(4\pi\varepsilon)$ the $z$ component is

$$E_z=\frac{Ag}{r^3},\qquad g=3(\hat p\cdot\hat r)(\hat r\cdot\hat z)-\hat p\cdot\hat z .$$

**Lemma.** The characteristic function $\varphi(k)=\langle e^{ikE_z}\rangle$ of the total field obeys

$$\ln\varphi(k)=-n\int d^3r\,\left\langle1-\cos\frac{kAg}{r^3}\right\rangle_{\hat p}.$$

*Proof.* Take first the dipoles inside a volume $V$. Let $f$ be the average of $e^{ikAg/r^3}$ over the position and orientation of one dipole. Independence gives $f^N$ for $N$ dipoles, and the Poisson average over $N$, with mean $nV$, is

$$\varphi_V=\sum_{N=0}^\infty e^{-nV}\frac{(nV)^N}{N!}f^N=e^{nV(f-1)} .$$

Here $V(f-1)=\int_V d^3r\,\langle e^{ikAg/r^3}-1\rangle_{\hat p}$. Reversing $\hat p$ reverses $g$, and both directions are equally likely, so the sine part vanishes. This gives the stated integral, restricted to $V$.

Now let $V$ grow to fill space. The integrand is nonnegative, so the integral increases to its limit whatever the shape of the growing volume. At large $r$ the integrand falls as $r^{-6}$, against a volume element $r^2dr$; at small $r$ it is at most 2. The limit is therefore finite. Lemma 2 shows that it is continuous in $k$, which ensures that the field distributions converge to the one with this characteristic function. $\square$

## Lemma 2: the radial integral

**Lemma.** $\ln\varphi(k)=-\frac{2\pi^2}{3}nA\langle|g|\rangle|k|$, where the average runs over both $\hat p$ and $\hat r$.

*Proof.* The integrand is nonnegative, so the integrations may be done in any order. Fix the directions, write $b=|kAg|$ and set $v=r^3$, so that $4\pi r^2dr=(4\pi/3)dv$. Then put $x=b/v$, for which $dv=-b\,dx/x^2$; the minus sign reverses the limits:

$$\frac{4\pi}{3}\int_0^\infty\left(1-\cos\frac bv\right)dv=\frac{4\pi}{3}\,b\int_0^\infty\frac{1-\cos x}{x^2}\,dx .$$

For the last integral use $1/x^2=\int_0^\infty s\,e^{-sx}ds$ and integrate over $x$ first:

$$\int_0^\infty(1-\cos x)e^{-sx}dx=\frac1s-\frac{s}{s^2+1}=\frac{1}{s(s^2+1)} .$$

Multiplication by $s$ and integration over $s$ give $\int_0^\infty ds/(1+s^2)=\pi/2$. The radial result is thus $(4\pi/3)(\pi/2)b=(2\pi^2/3)|kAg|$. Averaging over directions and multiplying by $-n$ completes the proof. $\square$

**Remark on the power of $k$.** If the field fell as $r^{-m}$ with $m>3/2$, so that the integral converges at large $r$, the substitution $r=|k|^{1/m}\rho$ would take a factor $|k|^{3/m}$ out of the volume integral. The first power, and with it the Lorentzian, comes from $m=3$ in three dimensions. For charges of random sign, $m=2$, the exponent is $|k|^{3/2}$.

## Lemma 3: the angular average

**Lemma.** $\displaystyle\langle|g|\rangle=\frac12\left[1+\frac{\ln(2+\sqrt3)}{2\sqrt3}\right]\approx0.690$.

*Proof.* Let $c=\hat r\cdot\hat z$. Then $g=\hat p\cdot\mathbf w$ with $\mathbf w=3c\,\hat r-\hat z$, and

$$|\mathbf w|^2=9c^2-6c^2+1=1+3c^2 .$$

The projection $u$ of an isotropic unit vector on a fixed axis is uniform on $[-1,1]$, because equal slices of a sphere have equal area. Hence $g=u\sqrt{1+3c^2}$ and $\langle|u|\rangle=1/2$. The variable $c$ is also uniform on $[-1,1]$, and the root is even in $c$, so

$$\langle|g|\rangle=\frac12\int_0^1\sqrt{1+3c^2}\,dc=\frac12\left[\frac c2\sqrt{1+3c^2}+\frac{\operatorname{arsinh}(\sqrt3c)}{2\sqrt3}\right]_0^1 .$$

To check the antiderivative, differentiate it: the result is $\frac12\sqrt{1+3c^2}+\frac12(3c^2+1)/\sqrt{1+3c^2}$, which equals the integrand. At $c=1$ the first term is 1, and $\operatorname{arsinh}\sqrt3=\ln(\sqrt3+2)$. $\square$

## Proof of the theorem

Lemma 2 gives $\varphi(k)=e^{-\Gamma|k|}$ with

$$\Gamma=\frac{2\pi^2}{3}n\,\frac{p}{4\pi\varepsilon}\langle|g|\rangle=\frac{\pi}{6}\langle|g|\rangle\frac{np}{\varepsilon},$$

and Lemma 3 turns the prefactor into $C$. Fourier inversion, split at $k=0$, gives

$$P(E)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{-ikE-\Gamma|k|}dk=\frac1{2\pi}\left[\frac1{\Gamma+iE}+\frac1{\Gamma-iE}\right]=\frac1\pi\frac{\Gamma}{E^2+\Gamma^2}.$$

Isotropy gives the same result for every component. $\square$

**Remark on unequal moments.** If the moments vary independently of position and orientation, Lemma 2 averages $|kAg|$ with $A\propto p$. The width then contains the mean $\langle p\rangle$, not the rms moment. In explicit sums with exponentially distributed moments the width was 1.004 times the prediction from the mean. The rms moment of that distribution is $\sqrt2$ times its mean, so the two rules are clearly separated.

**Remark on orientation.** Suppose the dipoles point along $+z$ or $-z$ with equal probability. The sine part still vanishes and each component is still Lorentzian, but the widths differ. For $E_z$, $|g|=|3c^2-1|$. Since $\int_0^1(3c^2-1)dc=0$, its negative and positive parts have equal area, and

$$\langle|g|\rangle=2\int_0^{1/\sqrt3}(1-3c^2)dc=\frac{4}{3\sqrt3}.$$

For $E_x$, $|g|=3|c|\sqrt{1-c^2}\,|\cos\phi|$, with average $3\cdot\frac13\cdot\frac2\pi=\frac2\pi$. The distribution is wider along the axis. With isotropic orientation the widths are equal.

## Corollary: the field vector

For a vector $\mathbf k$, the product $\mathbf k\cdot\mathbf E$ is $|\mathbf k|$ times the field component along $\mathbf k$. By isotropy $\varphi(\mathbf k)=e^{-\Gamma|\mathbf k|}$. Integrating over the directions of $\mathbf k$ gives

$$P(\mathbf E)=\frac1{2\pi^2E}\int_0^\infty k\sin(kE)\,e^{-\Gamma k}dk=\frac{\Gamma}{\pi^2(E^2+\Gamma^2)^2},$$

where now $E=|\mathbf E|$. The integral is $-d/d\Gamma$ of $\int_0^\infty\sin(kE)e^{-\Gamma k}dk=E/(E^2+\Gamma^2)$, namely $2\Gamma E/(E^2+\Gamma^2)^2$.

This density is not a product of three Lorentzians, so the components are dependent: a close dipole tends to make several of them large together. In the sampled fields, $|E_x|$ and $|E_y|$ both exceeded $3\Gamma$ with probability 0.124, against 0.0425 for independent components. Drawing the three components separately would therefore misrepresent the vector.

With $t=E/\Gamma$, multiplying by $4\pi E^2$ and integrating gives the probability that the magnitude is below $E$:

$$\frac4\pi\int_0^t\frac{\tau^2d\tau}{(1+\tau^2)^2}=\frac2\pi\left[\arctan t-\frac{t}{1+t^2}\right].$$

It equals one half at $t=2.264$.

## Where the tail comes from, and where it ends

For a field $F\gg\Gamma$, the Lorentzian gives $\Pr(|E_z|>F)\approx2\Gamma/(\pi F)$. Compare the expected number of dipoles that exceed $F$ on their own. For fixed directions they lie within $r^3<A|g|/F$, so their mean number is

$$\frac{4\pi}{3}\,\frac{nA\langle|g|\rangle}{F}=\frac{2\Gamma}{\pi F}.$$

The two agree: to leading order the tail is the field of a single close dipole.

A real probe site keeps dipoles at some distance $a$. Expanding $1-\cos$ in Lemma 1 to second order in $k$ then gives a finite variance. Since $\langle g^2\rangle=\langle u^2\rangle\langle1+3c^2\rangle=\frac13\cdot2$,

$$\langle E_z^2\rangle=n\,\frac23A^2\int_a^\infty\frac{4\pi r^2}{r^6}dr=\frac{8\pi}{9}\frac{nA^2}{a^3}.$$

This depends strongly on $a$, but the centre of the distribution does not. Let $\nu=4\pi na^3/3\ll1$ be the mean number of dipoles that the core would hold. Without exclusion, the core is empty with probability $e^{-\nu}$, and a dipole inside it almost always makes $|E_z|>\Gamma$. Hence $\frac12\approx e^{-\nu}\Pr_a(|E_z|<\Gamma)$, where $\Pr_a$ refers to the excluded core, and $\Pr_a\approx\frac12(1+\nu)$. The density of $|E_z|$ at $\Gamma$ is $1/(\pi\Gamma)$, so the median falls by about $\frac{\pi}{2}\nu\Gamma$.

## Dipoles on lattice sites

Let dipoles occupy the sites $j$ of a simple cubic lattice independently with probability $c_0$, the origin being empty. Averaging $\cos(qu)$ over uniform $u$ gives $\sin q/q$, so

$$\varphi(k)=\prod_j\left[1-c_0+c_0\frac{\sin q_j}{q_j}\right],\qquad q_j=\frac{kA\sqrt{1+3c_j^2}}{r_j^3},$$

where $c_j=\hat r_j\cdot\hat z$. For small $c_0$, $-\ln\varphi\approx c_0\sum_j(1-\sin q_j/q_j)$. The relevant $k\sim1/\Gamma$ grows as $1/c_0$, so the important distances grow as $c_0^{-1/3}$ in lattice spacings. The sum becomes the integral of Lemma 1, and the Lorentzian follows.

At full occupation the same range of $k$ has small $q_j$, and $-\ln(\sin q/q)=q^2/6+q^4/180+\dots$. The exponent is nearly quadratic and the centre of the distribution nearly Gaussian.

The local power of $k$ in $-\ln\varphi$, taken between $1/\Gamma$ and $2/\Gamma$ with $\Gamma$ the dilute width, was within 0.01 of 1 for $c_0=0.001$ and was 2.016 for $c_0=1$, in sums over sites up to 30 spacings away. The small excess over 2 has the sign of the $q^4$ term. At $c_0=0.03$ the power was 0.961, below both end values, so this local power is not monotonic in occupation. Its value depends on the window: at the same $c_0$ it is 1.06 between $0.5/\Gamma$ and $1/\Gamma$ and 1.05 between $2/\Gamma$ and $4/\Gamma$. In the first window it is 1.05 at $c_0=0.01$ and 1.11 at $c_0=0.07$. At a few percent occupation the power thus oscillates about 1 before it rises towards 2. No explanation of the oscillation is derived here.

## Numerical example

The round parameters are $p=2$ D $=6.67\times10^{-30}$ C m, $n=10^{20}$ cm$^{-3}$ and $\varepsilon_r=2.5$, at 300 K. Then

$$\frac{np}{\varepsilon}=\frac{10^{26}\times6.67\times10^{-30}}{2.5\,\varepsilon_0}\ \text{V/m}=0.301\ \text{MV/cm},$$

$$\Gamma=0.361\times0.301\ \text{MV/cm}=0.109\ \text{MV/cm}=1.09\times10^7\ \text{V/m}.$$

The median magnitude of the field vector is $2.264\,\Gamma=0.247$ MV/cm.

An applied field of 1 MV/cm is about nine times $\Gamma$, yet the point-dipole law puts $|E_z|$ above it at 6.9% of sites. With a core $a=0.3$ nm the sampled share is 5.8%; numerical inversion of the characteristic function gives 5.9%. Above 5 MV/cm, a rough breakdown strength, the shares are 1.4% and 0.5%. The far tail thus depends on the core. It also depends on the shape of the molecule, because such fields arise at distances of a few tenths of a nanometre, where water is not a point dipole. For three charges in the geometry of a water molecule, scaled to 2 D and with the core measured from the oxygen, the share above 5 MV/cm rises from about 0.5% to 0.6% and that above 1 MV/cm by about 0.3 percentage points, while the median $|E_z|$ moves by only about 1%. Such a local field is not itself a prediction of breakdown, since breakdown strength refers to the average field across a film. Nor does the tail carry over directly to hopping. The energy difference between two sites follows from the field at one point only if the field is nearly uniform between them, and this fails when a dipole is about as close as the sites are to each other.

The core also shows what a variance would have done. The rms component is 0.77 MV/cm, seven times $\Gamma$, and a Gaussian of that width would badly overstate typical fields. Here $na^3=0.0027$, so $\nu=0.0113$ and the predicted fall of the median $|E_z|$ is 1.8%; the sampled fall was also 1.8%.

The law was tested on 40,000 random configurations with a mean of 200 dipoles each. The sampled width was 0.998 of the formula, and removing half the dipoles at random brought it to 0.497. The largest deviations of the cumulative distributions were 0.0086, 0.0023 and 0.0057 for $x$, $y$ and $z$. The first is larger than expected: a sample of this size reaches it by chance with probability about 0.5%, and one of three does so with probability at most about 1.6%. The model treats the three axes alike, so chance is the likely cause, though this is not proved. The numerical output follows the text.

## Comparison with a moist low-k film

The parameters are in the rough regime of moisture in porous organosilicate glass: a water molecule has a moment near 2 D, and such films have permittivities around 2.5. The density corresponds to 3.0 mg of water per cm$^3$, a few tenths of a percent by mass for a film of roughly 1 g/cm$^3$. Films with damaged, hydrophilic pore walls can hold more, and within the model $\Gamma$ grows in proportion.

A porous film is not a uniform medium: its pores can be as wide as the mean dipole spacing $n^{-1/3}=2.2$ nm, so a single permittivity gives only a rough estimate. Independent placement is also broken, because water gathers on polar sites and forms hydrogen bonds. Suppose it forms compact groups of $m$ molecules, seen from distances large compared with their size. Their density is $n/m$. If orientations within a group are independent, the mean resultant moment is at most its rms value $\sqrt m\,p$, so $\Gamma$ falls at least by the factor $\sqrt m$: to half or less for $m=4$. If the moments in a group are parallel, the resultant is $mp$ and $\Gamma$ is unchanged.

## Sizes of other neglected effects

**Cavities.** If $p$ is the moment of a free molecule, its far field in the medium must be corrected. Put a rigid dipole at the centre of an empty sphere of radius $b$, with potential $\cos\theta\,[p/(4\pi\varepsilon_0r^2)-Rr]$ inside and $p_e\cos\theta/(4\pi\varepsilon r^2)$ outside. Continuity of the potential and of the normal displacement at $b$ gives

$$4\pi\varepsilon_0Rb^3=p-\frac{p_e}{\varepsilon_r},\qquad 2p+4\pi\varepsilon_0Rb^3=2p_e .$$

Eliminating $R$ yields $p_e=3\varepsilon_rp/(2\varepsilon_r+1)=1.25\,p$, which raises $\Gamma$ to 0.136 MV/cm. A probe in its own spherical cavity sees a uniform outside field multiplied by the same factor. To show this, let the potential be $-E_cr\cos\theta$ inside and $-(Er+D/r^2)\cos\theta$ outside; the boundary conditions are $E_c=E+D/b^3$ and $E_c=\varepsilon_r(E-2D/b^3)$, whence $E_c=3\varepsilon_rE/(2\varepsilon_r+1)$. Both factors together give 1.56 and $\Gamma=0.170$ MV/cm. At the centre of the probe cavity the second factor holds even if the outside field is not uniform: the boundary conditions on a sphere treat each angular order of the potential separately, and only the first order, proportional to $r$, gives a field at the centre. The product of the two factors is still an estimate, since the cavities of a close dipole and the probe disturb each other's fields.

**Correlated pairs.** The head-to-tail binding energy $2pA/r^3$ is 74 meV at 0.3 nm, against $k_BT=25.9$ meV, and equals $k_BT$ at 0.43 nm. Random placement puts on average 0.02 neighbours between these distances. With the bulk permittivity, about 2% of the dipoles therefore have a neighbour close enough for the pair energy to reach $k_BT$ in the most favourable orientation. A continuum medium is doubtful at such short distances; weaker screening there, like attraction, would raise this share. Weighting pairs with the Boltzmann factor of the dipole energy gives 0.027 neighbours in that shell with $\varepsilon_r=2.5$ and about 0.1 without screening. A free hydrogen-bonded water dimer binds by about 0.2 eV, three times the 74 meV above, so for water the 2% is a low estimate.

**Alignment.** At 1 MV/cm, $pF/k_BT=0.16$ and the mean alignment is $L=0.054$. Reversing $\hat p$ leaves $|g|$ unchanged, so the term of first order in $F$ cancels in $\langle|g|\rangle$; the computed change is 0.02% for the component along the applied field. The average polarization has the field scale $npL/\varepsilon=0.016$ MV/cm, 15% of $\Gamma$. How much of it appears as a shift depends on the electrodes and on what is counted in the applied field.

**Screening by rotation.** Freely turning dipoles have $L\approx pF/(3k_BT)$ in weak fields. With $p$ again the moment that sets the far field in the medium, they add $np^2/(3\varepsilon_0k_BT)=0.04$ to the relative permittivity, 1.6% of 2.5. The theorem describes a snapshot; a slow probe would average over the rotation.

**Finite thickness.** At the middle of a 100 nm film, the dipoles missing from the infinite medium lie more than 50 nm away. All dipoles beyond that distance would give an rms component of 0.0004 MV/cm, 0.3% of $\Gamma$. This estimate leaves out image charges in the electrodes and does not apply close to them.

## Values computed for the example and the checks

```
mean |g|, formula: 0.69009; grid: 0.69008
Gamma/(n A), formula: 4.5406
exponent/k at k=0.1,1,10: 4.5403, 4.5406, 4.5406
C = Gamma eps/(n p): 0.36133
random samples: 40000; mean dipoles each: 200
largest CDF error, x y z: 0.0086, 0.0023, 0.0057
largest CDF error, magnitude: 0.0031
sampled width/formula: 0.9979
same, unequal moments of equal mean: 1.0043
half density: width/full formula: 0.4971
P(|Ex|,|Ey| both > 3 Gamma): 0.1237; if independent: 0.0425
lattice occupation 0.001: power of k 1.002
lattice occupation 0.03: power of k 0.961
lattice occupation 1: power of k 2.016
dipole moment: 2.0 D = 6.6713e-30 C m
density: 1.0e+20 cm^-3 = 0.10 nm^-3
water mass at this density: 2.99 mg/cm^3
relative permittivity: 2.5; temperature: 300 K
mean spacing n^(-1/3): 2.154 nm
A n (dipole field scale at that spacing): 0.02398 MV/cm
n p/eps: 0.3014 MV/cm
half width Gamma: 0.1089 MV/cm = 1.089e+07 V/m
full width: 0.2178 MV/cm
median field magnitude: 2.2644 Gamma = 0.2466 MV/cm
applied field: 1.0 MV/cm
  fraction |Ez| above it, points: 6.91 %; with core: 5.82 %
rough breakdown field: 5.0 MV/cm
  fraction |Ez| above it, points: 1.39 %; with core: 0.49 %
core radius: 0.3 nm; n a^3: 0.00270
largest one-dipole field at core: 17.77 MV/cm
rms component with core, formula: 0.771 MV/cm; sampled: 0.757 MV/cm
change of median |Ez| by core: -1.76 %
thermal energy: 25.85 meV; p Gamma: 0.453 meV
pair energy at core distance: 74.0 meV
pair energy equals kT at: 0.426 nm
mean neighbours inside that distance: 0.0211
p F/kT: 0.1611; mean alignment: 0.0536
width change by alignment: 0.0224 %
alignment field n p L/eps: 0.0162 MV/cm
added permittivity if dipoles turn freely: 0.0405
cavity factor: 1.250; source and probe: 1.562
film thickness: 100 nm; rms field of dipoles beyond half of it: 0.00036 MV/cm
```
